# Circular scattering matrices from Lorentzian random Hamiltonians with finitely many levels, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Hamiltonian to a reduced scattering matrix

### What goes wrong with a finite Gaussian Hamiltonian

The conductance fluctuations of a chaotic cavity can be calculated in two ways. One draws its scattering matrix \(S\) from a circular ensemble, where averages reduce to integrals over unitary matrices. The other draws its Hamiltonian \(H\) at random, attaches leads and calculates \(S\). If the two are mixed without proof that they agree, part of a result can come from the number of levels kept in \(H\).

Take a real symmetric Gaussian \(H\) with \(M\) levels. Its off-diagonal elements have variance \(\lambda^2/M\) and its diagonal elements \(2\lambda^2/M\). Attach two leads of one channel each, with the coupling that is ideal at large \(M\), and take the energy at the centre of the spectrum. A circular ensemble has \(\langle S_{11}\rangle=0\). In samples of 20000 matrices the real part of \(\langle S_{11}\rangle\), estimated from the average of \(S_{11}\) and \(S_{22}\), is \(-0.142\) for \(M=2\) and \(-0.016\) for \(M=20\), where the second value has a statistical error of about 0.003. At \(M=2\) the distribution is plainly not circular.

At the centre of the spectrum and with the right coupling, a Lorentzian density of \(H\) removes this dependence on \(M\). We begin with one level, where the mechanism is visible, and then add levels and channels.

### Conventions

Let \(H\) be an \(M\times M\) Hermitian matrix, and let the fixed \(M\times N\) matrix \(W\) couple its levels to \(N\) channels. At energy \(E\),

\[
S(E)=1-2\pi i\,W^\dagger\left(E-H+i\pi WW^\dagger\right)^{-1}W .
\tag{1}
\]

The coupling does not depend on energy. Elements of \(H\) are energies, so those of \(W\) are square roots of energy.

To see that \(S\) is unitary, define the Hermitian matrix \(K=\pi W^\dagger(E-H)^{-1}W\). Then

\[
(E-H+i\pi WW^\dagger)(E-H)^{-1}W=W+iWK=W(1+iK).
\]

Multiply from the left by the inverse of the first bracket and from the right by \((1+iK)^{-1}\). The result, inserted in (1), gives

\[
S=1-2iK(1+iK)^{-1}=(1-iK)(1+iK)^{-1}.
\tag{2}
\]

Each real eigenvalue \(k\) of \(K\) becomes \((1-ik)/(1+ik)\), of modulus one. If \(E\) coincides with a level, (2) is understood as a limit.

### One level and one channel

For \(M=N=1\), let the level \(h\) have the density

\[
p(h)=\frac{1}{\pi}\frac{\lambda}{\lambda^2+(h-\varepsilon)^2}.
\]

Choose \(E=\varepsilon\) and \(\pi|W|^2=\lambda\), and put \(b=(\varepsilon-h)/\lambda\). Equation (1) becomes

\[
S=1-\frac{2i}{b+i}=\frac{b-i}{b+i}.
\]

Write \(b=-\cot(\phi/2)\) with \(0<\phi<2\pi\). Multiplying numerator and denominator by \(-\sin(\phi/2)\) gives

\[
S=\frac{\cos(\phi/2)+i\sin(\phi/2)}{\cos(\phi/2)-i\sin(\phi/2)}=e^{i\phi}.
\]

The derivative is \(db/d\phi=1/[2\sin^2(\phi/2)]=(1+b^2)/2\), so

\[
\frac{db}{\pi(1+b^2)}=\frac{d\phi}{2\pi}.
\]

The phase is uniform. The density of the level cancels the Jacobian of the map from level to phase.

A change of coupling tests this cancellation. Let \(\pi|W|^2=\gamma\). Then \(S=(y-i)/(y+i)\) with \(y=b\lambda/\gamma=-\cot(\phi/2)\). Since \(b=\gamma y/\lambda\),

\[
p(\phi)=\frac{1}{\pi(1+b^2)}\,\frac{\gamma}{\lambda}\,\frac{dy}{d\phi}
=\frac{1}{2\pi}\,\frac{\gamma}{\lambda}\,
\frac{1+y^2}{1+\gamma^2y^2/\lambda^2}.
\]

At \(\gamma=\lambda\) this is \(1/2\pi\). For \(\gamma\ll\lambda\) the density near \(\phi=0\), where \(y\to\infty\), rises to \(\lambda/(2\pi\gamma)\). A single channel always reflects the whole wave, but now \(S\) is near 1 for most values of \(h\): the wave turns back at the contact and seldom enters the cavity. The uniform phase therefore needs the right coupling as well as a Lorentzian level.

### Many levels and three symmetry classes

The classes are labelled by \(\beta\). For \(\beta=1\), \(H\) and \(W\) are real. For \(\beta=2\) they are complex. For \(\beta=4\) their entries are real quaternions, each represented by a \(2\times2\) matrix \(q_0+i(q_1\sigma_x+q_2\sigma_y+q_3\sigma_z)\) with real \(q_k\). Levels and channels are then Kramers pairs, and \(M\) and \(N\) count pairs.

The symbol \(R\) denotes the transpose for \(\beta=1\). For \(\beta=4\) it denotes the dual,

\[
X^R=\Sigma X^T\Sigma^{-1},\qquad \Sigma=1\otimes\sigma_y .
\]

In both cases \((XY)^R=Y^RX^R\), and \(H^R=H\). Equation (2) then gives \(S^R=S\).

The circular ensembles are defined by invariance:

- For \(\beta=1\) (COE) and \(\beta=4\) (CSE), \(S=S^R\), and its law is unchanged under \(S\to VSV^R\) for every fixed unitary \(V\).
- For \(\beta=2\) (CUE), the law is unchanged under \(S\to VSV'\) for all fixed unitary \(V,V'\).

For \(\beta=4\), \(V\) is any unitary matrix of size \(2N\). The second half shows that these properties fix the law.

The Lorentzian ensemble has the density

\[
P(H)\propto\prod_{j=1}^{M}\left[\lambda^2+(h_j-\varepsilon)^2\right]^{-(\beta M+2-\beta)/2}
\tag{3}
\]

with respect to the flat measure \(dH\) of the independent real components. The \(h_j\) are the levels, and a Kramers pair is counted once. For \(M=1\) the exponent is \(-1\) in every class, as in the one-level case.

### The Jacobian of the Cayley map

Define

\[
B=\frac{\varepsilon-H}{\lambda},\qquad
U=(B-i)(B+i)^{-1}=1-2i(B+i)^{-1}.
\tag{4}
\]

\(U\) is unitary and has size \(M\). We need its distribution.

A suitable volume on the space of these matrices follows from the length \(ds^2=\mathrm{tr}\,dU^\dagger dU\). Multiplication of \(U\) from either side by fixed unitary matrices leaves this length unchanged, and hence also the volume \(d\mu(U)\). This volume therefore has the invariance required of a circular ensemble.

From \(d(X^{-1})=-X^{-1}(dX)X^{-1}\),

\[
dU=2i(B+i)^{-1}dB\,(B+i)^{-1},
\]

where two minus signs have cancelled. The adjoint is \(dU^\dagger=-2i(B-i)^{-1}dB(B-i)^{-1}\). The numerical factor in the product is \((-2i)(2i)=4\). Since \((B-i)^{-1}(B+i)^{-1}=(1+B^2)^{-1}\), moving the last factor to the front of the trace gives

\[
ds^2=4\,\mathrm{tr}\left[(1+B^2)^{-1}dB\,(1+B^2)^{-1}dB\right].
\]

Let \(b_j\) be the eigenvalues of \(B\), and write \(dB\) in the eigenbasis of \(B\). That change of basis preserves the flat length \(\mathrm{tr}\,dB^2\), and so preserves the flat volume. In this basis

\[
ds^2\propto4\sum_{j,k}\frac{|dB_{jk}|^2}{(1+b_j^2)(1+b_k^2)} .
\]

Compared with the flat length, each diagonal component is stretched by \(2/(1+b_j^2)\). Each of the \(\beta\) real components of an off-diagonal element is stretched by \(2/\sqrt{(1+b_j^2)(1+b_k^2)}\).

Now collect the powers of one factor \(1+b_j^2\). The diagonal component gives \(-1\). The \(M-1\) off-diagonal partners give \(-\beta/2\) each. The sum is

\[
-1-\frac{\beta(M-1)}{2}=-\frac{\beta M+2-\beta}{2}.
\]

With \(p=M+\beta M(M-1)/2\) independent components,

\[
d\mu(U)=2^p\prod_j(1+b_j^2)^{-(\beta M+2-\beta)/2}\,dB .
\tag{5}
\]

This is the density (3), because \(\lambda^2+(h_j-\varepsilon)^2=\lambda^2(1+b_j^2)\) and \(dH\) is a constant times \(dB\). The map covers all \(U\) of the class except those with an eigenvalue 1. They form a set of zero volume, so \(U\) is circular.

Two limits test (5). For \(M=1\) it gives \(2\,db/(1+b^2)=d\phi\), as before. At \(B=0\), the differential is \(dU=-2i\,dB\), which stretches all \(p\) components by 2, as (5) says.

The Jacobian was also obtained by finite differences at one random Gaussian matrix \(H/\lambda\) in each class. The real off-diagonal components had standard deviation 0.6 and the diagonal ones \(0.6\sqrt2\). For \(\beta=1\), \(M=3\), both the numerical logarithm and the formula gave 1.987261. The other cases, \(\beta=2\), \(M=3\) and \(\beta=4\), \(M=2\), also agreed to all printed digits.

### The level density at finite \(M\)

The invariance of \(U\) includes \(U\to e^{i\theta}U\), so the mean density of its eigenphases is \(M/2\pi\). With \(d\phi/db=2/(1+b^2)\), the density in \(b\) is \(M/[\pi(1+b^2)]\). In energy,

\[
\rho(E)=\frac{M}{\pi}\frac{\lambda}{\lambda^2+(E-\varepsilon)^2},\qquad
\Delta=\frac{1}{\rho(\varepsilon)}=\frac{\pi\lambda}{M}.
\tag{6}
\]

Here \(\Delta\) means the inverse of the mean density at the centre.

The tail gives a separate check of the exponent. Under a small rotation of the eigenvectors, an off-diagonal component of \(dB\) is \(b_j-b_k\) times a component of the rotation. There are \(\beta\) such components, so the joint level density contains \(\prod_{j<k}|b_j-b_k|^\beta\). When one level is far away, this product contributes \(|b|^{\beta(M-1)}\), while (5) contributes \(|b|^{-(\beta M+2-\beta)}\). Their product is \(|b|^{-2}\), the tail of (6).

### Equal numbers of levels and channels

The matched coupling is

\[
W^\dagger W=\frac{\lambda}{\pi}\,1 .
\tag{7}
\]

By (6) this equals \(M\Delta/\pi^2\). The columns of \(\sqrt{\pi/\lambda}\,W\) are orthonormal and can be completed to a square matrix \(O\), which is orthogonal, unitary or symplectic according to the class. Thus \(W=\sqrt{\lambda/\pi}\,OQ\), where \(Q\) contains the first \(N\) columns of the unit matrix.

Inserting this in (1) replaces \(H\) by \(O^\dagger HO\). Neither (3) nor \(dH\) changes under this rotation. We may therefore set \(O=1\) without changing the law of \(S\). With \(P=QQ^\dagger\),

\[
S(\varepsilon)=1-2iQ^\dagger(B+iP)^{-1}Q .
\tag{8}
\]

If \(N=M\), then \(P=1\) and \(S=U\). This proves the theorem for \(N=M\): at \(E=\varepsilon\) and with the coupling (7), \(S\) is circular. For \(N<M\), some levels have no direct coupling to a lead.

### Two levels and one channel

Take

\[
\frac{H-\varepsilon}{\lambda}=\begin{pmatrix}0.5&1\\1&-1\end{pmatrix},\qquad
B=\begin{pmatrix}-0.5&-1\\-1&1\end{pmatrix},
\]

with the channel on level 1. Here \(K=(B^{-1})_{11}=1/\det B=1/(-1.5)=-2/3\). Equation (2) gives

\[
S=\frac{1+2i/3}{1-2i/3}=\frac{(3+2i)^2}{13}=\frac{5+12i}{13}\approx0.385+0.923i .
\]

The two-channel matrix (4) has the elements

\[
U_{11}=\frac{1+8i}{13},\quad U_{12}=U_{21}=\frac{-2+10i}{13},\quad
U_{22}=\frac{4-7i}{13}.
\]

Suppose that its second channel is closed by a mirror of reflection amplitude \(-1\). The amplitudes entering and leaving this channel obey \(a_2=-b_2\). Since \(b_2=U_{21}a_1+U_{22}a_2\), we find \(a_2=-(1+U_{22})^{-1}U_{21}a_1\). The wave leaving channel 1 then gives

\[
S=U_{11}-\frac{U_{12}U_{21}}{1+U_{22}}
=\frac{1+8i}{13}+\frac{4+4i}{13}=\frac{5+12i}{13}.
\]

The two results agree. An uncoupled level acts as a coupled level whose channel has been closed.

### Closing any number of channels

For the general case, (4) gives \(U(B+i)=B-i\). Since \(U\) and \(B\) commute, \(B(1-U)=i(1+U)\). Let \(P'=1-P\) project on the levels without leads. Then

\[
(B+iP)(1-U)=i\left[(1+U)+(1-P')(1-U)\right]
=i\left[2-P'(1-U)\right].
\]

Consequently

\[
(B+iP)^{-1}=-i(1-U)L^{-1},\qquad
L=\begin{pmatrix}2&0\\U_{21}&1+U_{22}\end{pmatrix}.
\]

Block 1 refers to the \(N\) open channels and block 2 to the \(M-N\) closed ones. The first block column of \(L^{-1}\) has the entries \(1/2\) and \(-(1+U_{22})^{-1}U_{21}/2\). The first block row of \(1-U\) is \((1-U_{11},-U_{12})\). Their product is

\[
\frac{1-U_{11}}{2}+\frac{U_{12}(1+U_{22})^{-1}U_{21}}{2}.
\]

In (8) this is multiplied by \((-2i)(-i)=-2\), so

\[
S=U_{11}-U_{12}(1+U_{22})^{-1}U_{21}.
\tag{9}
\]

The inverse exists with probability one. Suppose that \((1+U_{22})v=0\) with \(v\ne0\). Then \(U_{22}v\) has the same norm as \(v\). Unitarity requires \(\|U_{12}v\|^2+\|U_{22}v\|^2=\|v\|^2\), and therefore \(U_{12}v=0\). The vector with blocks \((0,v)\) is then an eigenvector of \(U\) with eigenvalue \(-1\), so \(B\) has the eigenvalue 0. A level would lie precisely at \(\varepsilon\), which has probability zero for the smooth density (3).

If \(B\) does not connect the two groups of levels, then \(U_{12}=U_{21}=0\) and (9) reduces to \(S=U_{11}\), as it should. For one random complex \(H\) with five levels and two channels, (1) and (9) differed by at most \(2.2\times10^{-16}\) in any element.

## Second half: invariance, limits of the theorem and conductance

### Symbols and results carried over

The Hamiltonian has \(M\) levels, centre \(\varepsilon\), width \(\lambda\) and the Lorentzian density (3). Its symmetry class is \(\beta=1,2,4\), and \(R\) means transpose for \(\beta=1\) and dual for \(\beta=4\). There are \(N\le M\) channels with \(W^\dagger W=(\lambda/\pi)1\), and the central spacing is \(\Delta=\pi\lambda/M\). With \(B=(\varepsilon-H)/\lambda\), the unitary matrix \(U=(B-i)(B+i)^{-1}\) is circular and has size \(M\). At \(E=\varepsilon\), closing its last \(M-N\) channels gives

\[
S=U_{11}-U_{12}(1+U_{22})^{-1}U_{21}.
\tag{10}
\]

For \(\beta=4\), sizes count Kramers pairs.

### One open channel

With \(N=1\) and \(\beta=1\) or 2, \(S\) is a phase factor. Multiply the open row and the open column of \(U\) by \(e^{i\theta/2}\). The element \(U_{11}\) gains \(e^{i\theta}\), \(U_{12}\) and \(U_{21}\) gain \(e^{i\theta/2}\) each, and \(U_{22}\) is unchanged. Both terms of (10) therefore gain \(e^{i\theta}\).

The law of \(U\) is unchanged by this operation, so \(S\) and \(e^{i\theta}S\) have the same law for every \(\theta\). The phase of \(S\) is uniform. The number of closed channels does not enter.

At the centre of the spectrum and with matched coupling, \(S\) has been shown to be circular for \(N=M\), and to have a uniform phase for one open channel with \(\beta=1\) or 2, whatever the number of closed channels. It remains to treat any number of open channels, to show that the invariance fixes the law, and to examine the limits of the theorem and its consequences for conductance.
